# Kittel Domain Scaling in a Rectangular Ferroelectric Block

The film form of Kittel's law says that the stripe width grows as the square root of the thickness. Applied to a block, it first asks which edge is the thickness. For the block computed below, with edges of 2400, 1800 and 1200 nm, the three choices give widths of 278, 240 and 233 nm. All three are too large: in the model that contains all the faces, the width of lowest energy is 143 nm. Each choice charges the stripes for one pair of faces and treats the other two pairs as free. The correct combination adds inverse squares:

\[
\frac{1}{w^2}=\frac{2}{\gamma}\left(\frac{u_x}{L_x}+\frac{u_y}{L_y}+\frac{u_z}{L_z}\right). \tag{1}
\]

Here \(w\) is the domain width measured normal to the walls, \(\gamma\) is the wall energy per area, and \(L_i\) is the block edge along axis \(i\). Each of the two faces normal to axis \(i\) costs an energy \(u_i w\) per area, so \(u_i\) is an energy per volume. If opposite faces differ, \(2u_i\) is replaced by the sum of their two coefficients.

Throughout, the domains are parallel stripes of equal width, the wall orientation is given, and \(w\) is small compared with every edge.

## First derivation: scaling and a stationary energy

**Walls.** Let the unit vector \(\mathbf n\) be normal to the walls, and let \(A(s)\) be the area of the plane \(\mathbf n\cdot\mathbf r=s\) that lies inside the block. The walls sit at positions \(s_m\) separated by \(w\). Their total area is a sum that approximates an integral:

\[
\sum_m A(s_m)=\frac1w\sum_m A(s_m)\,w\simeq\frac1w\int A(s)\,ds=\frac{V}{w},\qquad V=L_xL_yL_z .
\]

The integral is the volume because the planes sweep the block once. The wall energy is therefore \(\gamma V/w\) for any orientation, up to corrections that vanish as \(w/L_i\to0\).

**Faces.** Suppose that the material's response near a face is local: its energy density depends on the polarization or strain at a point, but not on gradients. Suppose also that the walls are thin compared with \(w\). The equations near a face then contain no length except \(w\). If \(\phi(\mathbf r)\) is the electric potential for stripes of width 1, then \(w\,\phi(\mathbf r/w)\) is the potential for stripes of width \(w\), because its gradient, the field, takes the same values at corresponding points. The energy density is also the same at corresponding points. The disturbed layer has a depth proportional to \(w\), so the energy per area is a constant times \(w\). That constant is \(u_i\).

The argument does not need a linear response. It also covers twins pressed against a rigid clamp, with displacement in place of potential. A face that carries neither alternating charge nor alternating misfit has \(u_i=0\).

**Balance.** A face normal to axis \(i\) has area \(V/L_i\), and there are two of them. Dividing the total energy by \(V\) gives

\[
e(w)=\frac{\gamma}{w}+2wS,\qquad S=\sum_i\frac{u_i}{L_i}. \tag{2}
\]

Setting the derivative to zero,

\[
\frac{de}{dw}=-\frac{\gamma}{w^2}+2S=0\quad\Longrightarrow\quad\frac1{w^2}=\frac{2S}{\gamma},
\]

which is equation (1). The second derivative, \(2\gamma/w^3\), is positive, so this is a minimum.

Multiplying the stationary condition by \(w\) gives \(2wS=\gamma/w\). Wall and face energies are equal at the optimum, and the minimum energy density is \(2\gamma/w\). For a width \(r\) times the optimal one, equation (2) becomes

\[
e=\frac{\gamma}{w}\left(\frac1r+r\right),\qquad \frac{e}{e_{\min}}=\frac12\left(r+\frac1r\right). \tag{3}
\]

The minimum is shallow. A width wrong by the factor \(233.4/143.4=1.63\) raises the energy by only 12 %.

## Second derivation: charges, and sharing out the wall energy

The second route computes the face energy from the charges and finds the minimum without a derivative. It treats 180° stripes, in which the polarization alternates between \(+\mathbf P\) and \(-\mathbf P\). The walls are neutral, which requires \(\mathbf n\cdot\mathbf P=0\).

**Stripe width on a face.** On the face normal to axis \(i\), the direction in which the pattern changes fastest is the projection of \(\mathbf n\) onto the face. That projection has length \(\sqrt{1-n_i^2}\), so one step along its direction advances \(\mathbf n\cdot\mathbf r\) by \(\sqrt{1-n_i^2}\). The stripe width seen on the face is

\[
a_i=\frac{w}{\sqrt{1-n_i^2}} .
\]

If \(|n_i|=1\), the face is parallel to the walls. Neutrality then makes \(P_i=0\), and the face costs nothing.

**Field of one harmonic.** The face carries charge \(\pm\sigma\) per area, with \(\sigma=g|P_i|\). The factor \(g\) is the fraction left after surface charges that follow the domains have compensated the rest. Expand this square wave along the face coordinate \(t\):

\[
\sigma(t)=\sum_{n\ \mathrm{odd}}s_n\sin(k_nt),\qquad s_n=\frac{4\sigma}{n\pi},\qquad k_n=\frac{n\pi}{a_i}.
\]

Let the crystal have a linear, isotropic permittivity \(\varepsilon\) and let vacuum lie outside. With \(z\) the outward distance from the face, Laplace's equation makes the potential decay as \(e^{-k_nz}\) outside and \(e^{k_nz}\) inside. The outward displacement just outside is \(\varepsilon_0k_n\phi_n\), and just inside it is \(-\varepsilon_0\varepsilon k_n\phi_n\). Their difference is the surface charge:

\[
\varepsilon_0(1+\varepsilon)k_n\phi_n=s_n\quad\Longrightarrow\quad\phi_n=\frac{s_n}{\varepsilon_0(1+\varepsilon)k_n}.
\]

**Energy per area.** Fixed charges in a linear medium have energy \(\tfrac12\langle\sigma\phi\rangle\), where the brackets average over the face. Different harmonics are orthogonal, and the average of \(\sin^2\) supplies another factor \(\tfrac12\):

\[
\sum_{n\ \mathrm{odd}}\frac{s_n^2}{4\varepsilon_0(1+\varepsilon)k_n}
=\frac{4\sigma^2a_i}{\pi^3\varepsilon_0(1+\varepsilon)}\sum_{n\ \mathrm{odd}}\frac1{n^3}.
\]

The sum over all \(n\) is \(\zeta(3)\), and the even terms make up one eighth of it, so the odd sum is \(\tfrac78\zeta(3)\). Inserting \(\sigma\) and \(a_i\),

\[
u_i=\frac{7\zeta(3)}{2\pi^3}\,\frac{(gP_i)^2}{\varepsilon_0(1+\varepsilon)\sqrt{1-n_i^2}} . \tag{4}
\]

The prefactor is 0.135689. The prefactor can be checked in real space, without any harmonics. A line charge \(\lambda\) on the interface has the potential \(-\lambda\ln r/[\pi\varepsilon_0(1+\varepsilon)]\). Repeating it with period \(2a_i\) replaces \(\ln r\) by \(\ln|2\sin(\pi t/2a_i)|\), up to a constant that neutral stripes do not feel. The product of the charges at two points a distance \(t=xa_i\) apart averages to \(\sigma^2(1-2x)\) for \(0\le x\le1\). The factor \(\tfrac12\) in the energy cancels against the two directions of \(t\), so the energy per area is \(\sigma^2a_i/[\varepsilon_0(1+\varepsilon)]\) times

\[
-\frac1\pi\int_0^1(1-2x)\ln\!\left(2\sin\frac{\pi x}{2}\right)dx,
\]

and numerical integration gives the same 0.135689.

**Sharing the wall energy.** With the wall area \(V/w\) as before, the energy density again has the form (2). Now divide the wall energy into three non-negative parts, \(\gamma=\gamma_x+\gamma_y+\gamma_z\), and assign one part to each pair of faces:

\[
e=\sum_i\left(\frac{\gamma_i}{w}+\frac{2u_iw}{L_i}\right)
=\sum_i\left[\left(\sqrt{\frac{\gamma_i}{w}}-\sqrt{\frac{2u_iw}{L_i}}\right)^2+2\sqrt{\frac{2\gamma_iu_i}{L_i}}\,\right].
\]

Expanding the square confirms the second form. The last term in the bracket does not depend on \(w\). Each pair of faces is now a film problem with its own wall energy, and its square vanishes when \(\gamma_i=2u_iw^2/L_i\). The division is ours to choose, so choose it to make all three squares vanish at one common width. The parts must add up to \(\gamma\):

\[
\gamma=\sum_i\gamma_i=2w^2\sum_i\frac{u_i}{L_i},
\]

which is equation (1) again. With the division held fixed, any other width makes the sum of squares positive, so this is the global minimum of the model energy.

This route also shows why inverse squares add. With the whole wall energy to itself, pair \(i\) would set the film width \(w_i\), where \(w_i^2=\gamma L_i/(2u_i)\). Hence

\[
\frac1{w^2}=\frac1{w_x^2}+\frac1{w_y^2}+\frac1{w_z^2},\qquad \frac{\gamma_i}{\gamma}=\frac{w^2}{w_i^2}. \tag{5}
\]

Every pair of faces with \(u_i>0\) makes the domains narrower, and the pair with the smallest \(w_i\) counts most.

## What each derivation assumes

Both derivations need many domains, a given wall orientation, opposite faces that do not influence each other, and negligible energy at the block's edges.

The first needs only that the face energy be proportional to \(w\). A local response without gradient terms ensures this, even if it is nonlinear or elastic. The price is that \(u_i\) stays unknown. The second assumes 180° stripes, neutral walls, and a linear, isotropic permittivity. In return it gives \(u_i\) as a number and shows which faces take part. If the permittivity depends on the field, equation (4) fails while equation (1) survives with other coefficients.

**Opposite faces.** Where the walls are normal to a pair of faces, the charges at opposite points have opposite signs, so in a slab of thickness \(L\) the inner potential of a harmonic varies as \(\sinh kz\) about the midplane. This replaces \(1+\varepsilon\) by \(1+\varepsilon\coth(kL/2)\). For \(\varepsilon=100\) and \(w=L\), the potential of the first harmonic is 0.918 times its one-face value. The correction to \(\coth\) falls off as \(2e^{-\pi L/w}\), so it is negligible once several domain widths fit into the thickness. For oblique walls the two patterns are shifted against each other, which changes the size or sign of the correction, and \(a_i\) replaces \(w\) in the exponent.

**Edges.** Their effect falls off more slowly. It was tested by a direct Coulomb sum over all six faces of a block with edge ratios 4:3:2. The three polarization components were equal, the walls were normal to \((1,-1,0)\), one harmonic was kept, and the permittivity was the same inside and outside. At \(w/L_z=0.354\) the direct energy was 0.897 of the sum of independent faces, and at \(w/L_z=0.177\) it was 0.950. These values carry the error of a coarse panel mesh; for continuous charge they are lower by 0.002 and 0.004, at 0.8945 and 0.946. The deficit halves with \(w\), as an edge effect should. Linear extrapolation to \(w/L_z=0\) gives 1.004 from the mesh values and 0.997 from the continuous ones, which supports adding the three face energies, oblique stripes included.

## Limits

If \(L_x\) and \(L_y\) go to infinity, equation (1) becomes \(w^2=\gamma L_z/(2u_z)\), the film law. If only \(L_x\) does, the block becomes a long bar and two terms remain.

For a cube of edge \(L\), \(w^2=\gamma L/[2(u_x+u_y+u_z)]\). The square-root law survives with a smaller prefactor. More generally, enlarging a block at fixed shape multiplies \(w\) by the square root of the scale, so \(w/L\) grows as the block shrinks, and the law fails for small blocks.

The number of terms also depends on the polarization. If \(\mathbf P\) lies along \(z\) and the walls are normal to \(x\), then \(u_x=u_y=0\), and the lateral size drops out even in a block. For 180° stripes, all three terms appear only if \(\mathbf P\) has three non-zero components along the block axes.

## A worked block

Take \(L_x,L_y,L_z=2400,1800,1200\) nm, with \(\mathbf P\) along the body diagonal and walls normal to \((1,-1,0)\). The inputs are rough values: \(P=33\) µC/cm², hence 19.05 µC/cm² per axis, \(\gamma=20\) mJ/m², \(\varepsilon=100\) and \(g=0.2\). The residual charge on each face is \(0.2\times0.1905=0.0381\) C/m². For the \(z\) faces \(n_z=0\), and equation (4) gives

\[
u_z=\frac{0.1357\times(0.0381)^2}{8.854\times10^{-12}\times101}\ \mathrm{J/m^3}=2.20\times10^5\ \mathrm{J/m^3}.
\]

On the \(x\) and \(y\) faces \(n_i^2=\tfrac12\), which multiplies this by \(\sqrt2\), so \(u_x=u_y=3.12\times10^5\) J/m³. The film widths are \(w_x,w_y,w_z=277.5,\,240.4,\,233.4\) nm, and equation (5) reads

\[
\frac1{w^2}=(12.98+17.31+18.36)\ \mathrm{\mu m^{-2}}=48.65\ \mathrm{\mu m^{-2}},\qquad w=143\ \mathrm{nm}.
\]

The \(x\), \(y\) and \(z\) faces take 27, 36 and 38 % of the wall energy. Walls and faces each hold 139.5 kJ/m³. With the same inputs, a bar infinite along \(x\) would have \(w=1/\sqrt{17.31+18.36}\) µm \(=167\) nm, and a cube of edge 1200 nm would have 119 nm.

Two equivalent wall orientations also satisfy \(\mathbf n\cdot\mathbf P=0\). At equal \(\gamma\), the energy densities are 279.0 kJ/m³ for \((1,-1,0)\), 286.2 for \((1,0,-1)\) and 289.7 for \((0,1,-1)\). The first is lowest because it leaves the factor \(\sqrt2\) off the \(z\) term, which has the largest \(1/L_i\). Since \(e_{\min}=2\gamma/w\), it also has the widest domains of the three. Any plane that contains \(\mathbf P\) is neutral, and at equal \(\gamma\) a normal turned about 6.5° away from \((1,-1,0)\) would be slightly lower, at 278.6 kJ/m³. The dependence of \(\gamma\) on orientation, left out here, then matters.

The width law was tested on larger blocks by scanning \(w\), with each wall clipped to the block and counted. For the example enlarged 100 times, the law gives 1434 nm and the scan 1434 nm. For a block of 150 × 200 × 400 µm they give 1545.7 and 1556.5 nm. In the example itself, the count depends on where the walls sit: it gives 141 nm with the middle of a domain at the block's centre and 148.5 nm with a wall there.

## How far the number can be trusted

The other neglected effects, sized for this block, are these:

- **Edges.** In a uniform medium, scaling the Coulomb result to \(w/L_z=0.119\) would give a 3.4 % loss of face energy (3.5 to 3.9 % for continuous charge, depending on where the walls meet the edges) and a width about 4 % larger. In this block the high permittivity keeps nearly all the flux inside, and the effect is smaller. In the limit of high permittivity, one harmonic changes the face energy by at most about 2 %, with a sign that depends on where the walls meet the edges.
- **Softening.** At a face, the residual field lowers the normal component of the polarization by 0.196 of its spontaneous value. If that component is given a quartic well of its own, such a change costs less than in the linear model. Using this surface value for the whole disturbed layer would make the width about 11 % larger, but the change is smaller deeper down. Solving for the field in the whole layer, with a linear response along the face, lowers the face energy by 6 to 6.5 %, depending on the angle between wall and face, which corresponds to a width about 3 % larger.
- **Anisotropy.** Permittivities of 43 along \(\mathbf P\) and 129 across it, with the same mean of 100, change the width by +0.9 %.
- **Wall thickness.** Walls 2 nm thick change the width by −0.04 %. Smoothing the charge lowers the face energy by an amount that falls roughly as \(w^{-0.8}\) near this width, so it acts approximately like a slightly smaller \(\gamma\).
- **Temperature.** By equation (3), thermal energy at 100 K makes the common width fluctuate by about 0.003 % (rms). The changes of \(P\), \(\gamma\) and \(\varepsilon\) with temperature are not included and can matter far more.

The inputs are meant only as orders of magnitude for barium titanate in its low-temperature rhombohedral phase. The permittivity and the wall energy may each be several times larger, and \(w\) varies as \(\sqrt{\gamma(1+\varepsilon)}\), so the block is a model and not a prediction for a specimen. The least certain input is the screening. Equation (4) makes \(w\) proportional to \(1/g\), so \(g=0.1\) would double the width to 287 nm, and unscreened faces would reduce it to 29 nm, where the linear response used here is no longer credible. A rhombohedral crystal can also form ferroelastic domains between its different body diagonals. They are left out, and their effect on the width is not estimated here.

The normal field at a face is 0.43 MV/cm, of which 0.25 MV/cm acts along \(\mathbf P\). A quartic well along \(\mathbf P\) gives an intrinsic switching field of 0.72 MV/cm, so the normal field alone does not reverse the polarization in this model. On the \(x\) and \(y\) faces, the field along the face also has a part along \(\mathbf P\), and it grows towards the walls. In the linear model the total opposing field exceeds 0.72 MV/cm within about 4 nm of a wall (6 nm measured along the face), on one side of it, so stability is not assured there. The separate well for the normal component, used above for the softening, gives a switching field smaller by \(\sqrt3\), or 0.42 MV/cm. The linear value of the normal field is about equal to this, but in that well the field itself falls to about 0.31 MV/cm, so the normal field alone does not switch this component in that well. Coupling between the polarization components, which both wells leave out, can lower the threshold, so a switch towards another body diagonal is not excluded in a real crystal. Real crystals can switch at lower fields by nucleation and wall motion, so the pattern near the faces may rearrange. The numerical output below lists the inputs and most of the values used here.

## Calculated quantities

```
TESTS
stripe number, formula: 0.135689
stripe number, real-space integral: 0.135689
slab potential / one-face value at w = L: 0.918
Coulomb block: w/Lz = 0.354, direct/summed = 0.8968
Coulomb block: w/Lz = 0.177, direct/summed = 0.9503
Coulomb block, extrapolated to w/L = 0: 1.0039
large block A: law 1433.7 nm, scan 1434.4 nm, wall/face energy 0.999
large block B: law 1545.7 nm, scan 1556.5 nm, wall/face energy 0.986
EXAMPLE INPUTS
edges Lx, Ly, Lz (nm): 2400 1800 1200
polarization: 33.0 uC/cm2; per axis: 19.05 uC/cm2
wall energy: 20.0 mJ/m2; permittivity: 100
residual charge fraction: 0.20; temperature: 100 K
EXAMPLE RESULTS
u_x, u_y, u_z (1e5 J/m3): 3.116 3.116 2.203
one-face widths w_x, w_y, w_z (nm): 277.5 240.4 233.4
1/w_i^2 (1/um2): 12.98 17.31 18.36
sum of 1/w_i^2: 48.65 1/um2
block domain width: 143.4 nm
block width / z-face-only width: 0.614
width in a cube of edge Lz: 119.3 nm
wall energy density: 139.5 kJ/m3
face energy density: 139.5 kJ/m3
total energy of block: 9.027 MeV
wall normal (1,-1,0): width 143.4 nm, energy 279.0 kJ/m3
wall normal (0,1,-1): width 138.1 nm, energy 289.7 kJ/m3
wall normal (1,0,-1): width 139.8 nm, energy 286.2 kJ/m3
NEGLECTED EFFECTS
w/Lz: 0.119
edge loss of face energy (estimate): 3.4 %
width change from edges (estimate): +3.7 %
width with walls counted one by one: 141.4 nm
wall thickness 2 delta: 2.0 nm; width change: -0.04 %
trial permittivity along, across P: 42.9, 128.6
width change from that anisotropy: +0.9 %
induced / spontaneous polarization at face: 0.196
width change from softening (estimate): +10.9 %
normal field at face: 0.426 MV/cm; along P: 0.246 MV/cm
intrinsic switching field (quartic well): 0.725 MV/cm
thermal rms width fluctuation: 0.0031 %
```
